# The long-range tail of the exchange-correlation potential of an atom, part 1

(Sections cited here and not found follow in the second part.)

An electron far outside an atom sees the ion that is left behind. It feels the net charge of that ion, and its own field polarizes the ion, which gives an attraction falling as \(r^{-4}\). A Kohn-Sham electron moves in a local potential \(v_s=-Z/r+v_H+v_{xc}\) whose Hartree part \(v_H\) counts all \(N\) electrons, the distant one included, and contains no power-law trace of polarization. Both the removal of one charge and the polarization must be carried by \(v_{xc}\). Anyone who inverts a density, builds an asymptotically corrected potential or sets boundary conditions on a radial grid needs the form of this tail, the part of it that is exchange, and the radius at which it becomes usable.

## 1. Result and conditions

Hartree atomic units are used, the Hamiltonian is nonrelativistic, and the nucleus of charge \(Z\) is fixed at the origin. Let \(\Phi_s\) be the eigenstates of the \((N-1)\)-electron ion, with excitation energies \(\omega_s=E_s^{N-1}-E_0^{N-1}\); sums over \(s\) include the continuum. Let \(I=E_0^{N-1}-E_0^{N}>0\) and \(\kappa=\sqrt{2I}\). Define

\[ d_s=\langle\Phi_s|\textstyle\sum_j z_j|\Phi_0\rangle,\quad q_s=\langle\Phi_s|\sum_j r_j^2P_2(\cos\theta_j)|\Phi_0\rangle,\quad S_k=\sum_{s\neq0}\frac{d_s^2}{\omega_s^k}, \]

and the static dipole and quadrupole polarizabilities of the interacting ion, \(\alpha=2S_1\) and \(\alpha_q=2\sum_s q_s^2/\omega_s\). The result is

\[ v_{xc}(r)=-\frac1r-\frac{\alpha}{2r^4}+\frac{c_6}{r^6}+O(r^{-7}),\qquad c_6=-\frac{\alpha_q}{2}+3S_2+4\kappa^2S_3, \tag{1} \]

with no terms in \(r^{-2}\), \(r^{-3}\) or \(r^{-5}\), in the gauge \(v_s(\infty)=0\). The first two terms are the Almbladh-von Barth tail. It is not true for every atom. The conditions are:

(a) the ground states of atom and ion have \(L=0\) (spin degeneracy is allowed), and the ion ground state is reached from the atom by removing one electron;
(b) the density is the ground-state density of a local \(v_s\) whose highest occupied orbital (HOMO) is of s type and lies above the other occupied levels by a finite gap;
(c) the amplitude ratios defined below have asymptotic series in \(1/r\). This is assumed; for helium the leading coefficients fitted over a finite range of \(r\) agree with it, which does not test the form of the higher terms.

For closed shells, with \(v_x=\delta E_x/\delta n\) built from the Fock exchange energy of the Kohn-Sham orbitals and \(v_c=v_{xc}-v_x\), exchange is \(-1/r\) up to exponentially small terms, so the other powers in (1) belong to \(v_c\).

## 2. Exact equations for the removal amplitudes

For a fixed coordinate of electron 1, the ground state \(\Psi\) is an antisymmetric function of electrons \(2,\dots,N\), and the ion states are complete in that space:

\[ \Psi(\mathbf r,2,\dots,N)=N^{-1/2}\sum_s f_s(\mathbf r)\,\Phi_s(2,\dots,N),\qquad n(\mathbf r)=\sum_s f_s^2. \tag{2} \]

The density follows from \(n=N\int|\Psi|^2\,d2\cdots dN\) and orthonormality. All functions are chosen real. The spin of electron 1 is suppressed: the Coulomb interaction conserves the spin of the ion, so each allowed pair of spin projections gives a copy of the same equations, with a constant weight that cancels from every ratio. Ion states of another total spin have \(\omega_s>0\) and do not couple to \(\Phi_0\); they only add exponentially smaller terms.

Split the Hamiltonian as \(H=-\tfrac12\nabla^2-Z/r+H_{\rm ion}+U\), with \(U=\sum_{j\ge2}|\mathbf r-\mathbf r_j|^{-1}\). Project \((H-E_0^N)\Psi=0\) on \(\Phi_s\) and use \(E_s^{N-1}-E_0^N=I+\omega_s\):

\[ \Big(-\tfrac12\nabla^2-\frac Zr+I+\omega_s\Big)f_s+\sum_tU_{st}(\mathbf r)f_t=0,\qquad U_{st}=\langle\Phi_s|U|\Phi_t\rangle. \tag{3} \]

This set is exact. It has no exchange kernel because the basis is complete; antisymmetry between electron 1 and the rest only selects which solution is physical.

The expansion \(|\mathbf r-\mathbf r_j|^{-1}=\sum_k r_<^k r_>^{-k-1}P_k(\cos\gamma_j)\), with \(\gamma_j\) the angle between \(\mathbf r\) and \(\mathbf r_j\), gives for \(r_j<r\)

\[ U_{st}=\frac{N-1}{r}\delta_{st}+U'_{st},\qquad U'_{s0}=\frac{\hat{\mathbf r}\cdot\mathbf D_s}{r^2}+\frac{Q_s(\hat{\mathbf r})}{r^3}+\dots, \tag{4} \]

where \(\mathbf D_s=\langle\Phi_s|\sum_j\mathbf r_j|\Phi_0\rangle\) and \(Q_s\) is the \(k=2\) moment about the axis \(\hat{\mathbf r}\). The region \(r_j>r\) corrects \(U_{s0}\) by a term linear in the tail of \(\Phi_0\); by the Cauchy-Schwarz inequality it is bounded, up to powers of \(r\), by the square root of the weight of \(\Phi_0\) outside \(r\), which is exponentially small. For a single pair of diffuse excited states the expansion is poor, but \(U\) acts below only on the polarized combination \(\sum_t g_t\Phi_t\), which is localized on the ion (section 7 shows it explicitly for a hydrogenic ion). Because \(\Phi_0\) has \(L=0\), all its multipoles with \(k\ge1\) vanish and \(U'_{00}\) is exponentially small; this is the use of condition (a). For the same reason \(\mathbf D_s\) reaches only \(L=1\) states and \(Q_s\) only \(L=2\) states. Isotropy makes the sum over the three members of an \(L=1\) level proportional to the unit tensor, \(\sum_m D_{m,a}D_{m,b}=d^2\delta_{ab}\), so \(\sum_s(\hat{\mathbf r}\cdot\mathbf D_s)^2/\omega_s^k=S_k\) in every direction, and likewise \(\sum_sQ_s^2/\omega_s=\alpha_q/2\).

## 3. The excited amplitudes are driven by the lowest one

Without coupling, \(f_s\) would decay as \(e^{-\kappa_sr}\) with \(\kappa_s=\sqrt{2(I+\omega_s)}>\kappa\). The slowest function is \(f_0\), spherical because atom and ion both have \(L=0\). Write \(f_s=g_sf_0\), \(g_0=1\). The \(s=0\) equation is

\[ \frac{\nabla^2f_0}{2f_0}=I-\frac{Z^*}{r}+V_{\rm pol},\qquad Z^*=Z-N+1,\qquad V_{\rm pol}=\sum_{s\ne0}U'_{0s}g_s . \tag{5} \]

With \(u_0=rf_0\) and \(\Lambda=u_0'/u_0\), (5) reads \(\Lambda'+\Lambda^2=\kappa^2-2Z^*/r+2V_{\rm pol}\). Inserting \(\Lambda=-\kappa+\nu/r+\dots\) and matching the \(1/r\) terms gives \(-2\kappa\nu=-2Z^*\), so \(\nu=Z^*/\kappa\) and \(\partial_r\ln f_0=-\kappa+(\nu-1)/r+\dots\).

For \(s\ne0\), expand \(\nabla^2(g_sf_0)=g_s\nabla^2f_0+2\nabla g_s\cdot\nabla f_0+f_0\nabla^2g_s\), replace \(\nabla^2f_0\) by (5) and divide by \(f_0\). The terms \(I\), \(-Z/r\) and the monopole \((N-1)/r\) cancel:

\[ \omega_sg_s-(\partial_r\ln f_0)\,\partial_rg_s-\tfrac12\nabla^2g_s-V_{\rm pol}\,g_s+U'_{s0}+\sum_{t\neq0}U'_{st}g_t=0. \tag{6} \]

The homogeneous solutions of (6) go as \(e^{-(\kappa_s-\kappa)r}\) and \(e^{+(\kappa_s+\kappa)r}\). The second would make \(f_s\) grow as \(e^{\kappa_sr}\) and is excluded by normalizability; the first drops out of a power series. At leading order \(\omega_sg_s=-U'_{s0}\), so \(g_s\sim r^{-2}\) for \(L=1\) states and \(g_s\sim r^{-3}\) for \(L=2\) states; excited \(L=0\) states are reached through two dipole steps and have \(g_s\sim r^{-4}\). For an \(L=1\) state the last sum in (6) is then of order \(r^{-5}\) (a dipole coupling \(r^{-2}\) times an \(L=2\) amplitude, or a quadrupole coupling \(r^{-3}\) times an \(L=1\) amplitude), and \(V_{\rm pol}g_s\) is of order \(r^{-6}\). Put \(g_s=a_2r^{-2}+a_3r^{-3}+a_4r^{-4}+\dots\) with angle-dependent coefficients, and abbreviate \(d=\hat{\mathbf r}\cdot\mathbf D_s\). Then \(\partial_rg_s=-2a_2r^{-3}-3a_3r^{-4}-\dots\), the second term of (6) starts with \(+\kappa\,\partial_rg_s\), and \(\nabla^2g_s\) is of order \(r^{-4}\) or smaller. The first two orders are

\[ r^{-2}:\ \omega_sa_2+d=0,\qquad r^{-3}:\ \omega_sa_3-2\kappa a_2=0, \]

\[ g_s=-\frac{d}{\omega_sr^2}\Big(1+\frac{2\kappa}{\omega_sr}\Big)+\frac{a_4}{r^4}+\dots. \tag{7} \]

The first term is static perturbation theory for the ion in the field of a point charge fixed at \(\mathbf r\). The second is the first nonadiabatic correction. Its relative size is \(2\kappa/(\omega_sr)\), so \(r\gg2\kappa/\omega\) is necessary before the series applies, and an ion with a low dipole excitation pushes that radius out. The condition is not sufficient: \(c_6\) contains terms free of \(\kappa\), and for helium, where \(2\kappa/\omega\approx1.8\) bohr for the lowest dipole excitation, the \(r^{-4}\) term is still 10% off at 10 bohr (section 8).

Inserting (7) in (5) and (2),

\[ V_{\rm pol}=-\frac{S_1}{r^4}-\frac{2\kappa S_2}{r^5}+O(r^{-6}),\qquad n=f_0^2\Big(1+\frac{S_2}{r^4}+O(r^{-5})\Big). \tag{8} \]

The amplitude \(f_0\) does feel an \(r^{-5}\) term. The Kohn-Sham potential is tied to \(\sqrt n\), not to \(f_0\). Write \(\sqrt n=f_0h\), \(h=1+S_2/(2r^4)+\dots\). Then

\[ \frac{\nabla^2\sqrt n}{2\sqrt n}=\frac{\nabla^2f_0}{2f_0}+(\partial_r\ln f_0)\frac{h'}{h}+\frac{\nabla^2h}{2h}. \]

The middle term is \((-\kappa)(-2S_2r^{-5})=+2\kappa S_2r^{-5}\) and the last is \(O(r^{-6})\). The \(r^{-5}\) terms cancel.

## 4. Exact decomposition and the \(r^{-6}\) term

Define normalized amplitudes \(\gamma_s=f_s/\sqrt n\), with \(\sum_s\gamma_s^2=1\) at every \(\mathbf r\). Differentiating this constraint once and twice gives \(\sum\gamma_s\nabla\gamma_s=0\) and \(\sum\gamma_s\nabla^2\gamma_s=-\sum|\nabla\gamma_s|^2\). Hence

\[ \sum_sf_s\nabla^2f_s=\sqrt n\,\nabla^2\sqrt n+2\sqrt n\,\nabla\sqrt n\cdot\sum_s\gamma_s\nabla\gamma_s+n\sum_s\gamma_s\nabla^2\gamma_s=\sqrt n\,\nabla^2\sqrt n-n\sum_s|\nabla\gamma_s|^2. \]

Multiply (3) by \(f_s\), sum over \(s\) and divide by \(n\). The result is the Levy-Perdew-Sahni equation, exact at all \(r\):

\[ \frac{\nabla^2\sqrt n}{2\sqrt n}=I-\frac Zr+v_{\rm cond}+v_{\rm resp}+v_{\rm kin}, \tag{9} \]

\[ v_{\rm cond}=\sum_{st}\gamma_sU_{st}\gamma_t,\qquad v_{\rm resp}=\sum_s\omega_s\gamma_s^2,\qquad v_{\rm kin}=\tfrac12\sum_s|\nabla\gamma_s|^2. \]

Here \(v_{\rm cond}\) is the repulsion by the other electrons given that one is at \(\mathbf r\), \(v_{\rm resp}\) is the excitation energy stored in the ion, and \(v_{\rm kin}\) is the cost of changing the state of the ion from point to point.

By (8), \(\gamma_0=1-S_2/(2r^4)\) and \(\gamma_s=g_s(1+O(r^{-4}))\). The monopole in \(v_{\rm cond}\) is exactly \((N-1)/r\) because of the normalization. In \(2\gamma_0\gamma_sU'_{0s}\) and in \(\omega_s\gamma_s^2\), replacing \(\gamma\) by \(g\) costs \(O(r^{-8})\). The terms \(\gamma_sU'_{st}\gamma_t\) with \(s,t\ne0\) are \(O(r^{-7})\) by the counting of section 3. Completing the square for each state,

\[ 2U'_{0s}g_s+\omega_sg_s^2=-\frac{U_{0s}'^{\,2}}{\omega_s}+\omega_s\Big(g_s+\frac{U'_{0s}}{\omega_s}\Big)^2. \tag{10} \]

The first term, summed over \(L=1\) and \(L=2\) states, is \(-\alpha/(2r^4)-\alpha_q/(2r^6)\). The bracket is the deviation from the adiabatic amplitude. For \(L=1\) it is \(a_3r^{-3}+O(r^{-4})\) with \(a_3=-2\kappa d/\omega_s^2\), so the second term gives \(\sum\omega_s\cdot4\kappa^2d^2/\omega_s^4\,r^{-6}=4\kappa^2S_3r^{-6}\), and \(a_4\) first enters at \(r^{-7}\). For \(L=2\) the bracket is \(O(r^{-4})\) and contributes at \(r^{-8}\). The absence of \(r^{-5}\) is the statement that the deviation enters squared: the energy of the ion in the field of the fixed charge is stationary at the adiabatic state.

For \(v_{\rm kin}\), take \(g_s=-\hat{\mathbf r}\cdot\mathbf D_s/(\omega_sr^2)\). The radial derivative squared is \(4d^2/(\omega_s^2r^6)\). The angular gradient of \(\hat{\mathbf r}\cdot\mathbf D\) is the transverse part of \(\mathbf D\) divided by \(r\), with square \((|\mathbf D|^2-(\hat{\mathbf r}\cdot\mathbf D)^2)/r^2\); summed over a level this is \((3-1)d^2/r^2\). So \(v_{\rm kin}=\tfrac12(4+2)S_2r^{-6}=3S_2r^{-6}\). The separate tails, from (7), are

\[ v_{\rm cond}=\frac{N-1}{r}-\frac{\alpha}{r^4}-\frac{4\kappa S_2}{r^5}+\dots,\quad v_{\rm resp}=\frac{\alpha}{2r^4}+\frac{4\kappa S_2}{r^5}+\dots,\quad v_{\rm kin}=\frac{3S_2}{r^6}+\dots \tag{11} \]

(the cross term in \(\omega g^2\) is \(2\omega a_2a_3=4\kappa d^2/\omega^2\)), and the sum is

\[ \frac{\nabla^2\sqrt n}{2\sqrt n}=I-\frac{Z^*}{r}-\frac{\alpha}{2r^4}+\frac{c_6}{r^6}+O(r^{-7}). \tag{12} \]

The factor \(\tfrac12\) has a definite origin. The electron interacts with the induced dipole with energy \(-\alpha/r^4\), and the ion stores \(+\alpha/(2r^4)\). The Coulomb potential \(v_{\rm cond}-v_H\) of the hole of the fully interacting ground state (not averaged over the coupling constant), taken alone, has twice the correct \(r^{-4}\) coefficient.

## 5. The Kohn-Sham side

The orbitals obey \((-\tfrac12\nabla^2+v_s-\varepsilon_i)\varphi_i=0\) and \(n=\sum_in_i\varphi_i^2\). With \(\eta_i=\sqrt{n_i}\,\varphi_i/\sqrt n\), again \(\sum\eta_i^2=1\), and the steps that led to (9) give \(\nabla^2\sqrt n/(2\sqrt n)=v_s-\sum_i\varepsilon_i\eta_i^2+\tfrac12\sum_i|\nabla\eta_i|^2\). Adding and subtracting the HOMO energy,

\[ \frac{\nabla^2\sqrt n}{2\sqrt n}=v_s-\varepsilon_H+v_P,\qquad v_P=\sum_i(\varepsilon_H-\varepsilon_i)\eta_i^2+\tfrac12\sum_i|\nabla\eta_i|^2. \tag{13} \]

In a local potential that vanishes at infinity the orbitals are uncoupled, and each decays with its own rate \(k_i=\sqrt{-2\varepsilon_i}\). Under condition (b), \(\eta_H\to1\) and every other \(\eta_i\) falls as \(e^{-(k_i-k_H)r}\), so the Pauli term \(v_P\) is exponentially small. For two electrons in one orbital it is zero. For two s orbitals put \(t=\varphi_1/\varphi_2=\tan\theta\), so that \(\eta_1=\sin\theta\), \(\eta_2=\cos\theta\), \(\sum\eta_i'^2=\theta'^2\) and \(\theta'=t'/(1+t^2)\):

\[ v_P=\Delta\frac{t^2}{1+t^2}+\frac{t'^2}{2(1+t^2)^2},\qquad\Delta=\varepsilon_2-\varepsilon_1. \]

The program tests this against numerical differentiation of \(\sqrt n\) for the 1s and 2s orbitals of the model potential \(-3/r\). The term is \(2.9\times10^{-2}\), \(2.8\times10^{-7}\) and \(1.8\times10^{-14}\) Ha at 2, 5 and 10 bohr.

Equate (12) and (13). The constants give \(\varepsilon_H=-I\), and the rest gives \(v_s=-Z^*/r-\alpha/(2r^4)+c_6/r^6\). For a spherical density,

\[ v_H(r)=\frac{1}{r}\int_0^r4\pi r'^2n\,dr'+\int_r^\infty4\pi r'n\,dr'=\frac Nr-\int_r^\infty4\pi r'^2n\Big(\frac1r-\frac1{r'}\Big)dr', \tag{14} \]

and the last integral decays as \(e^{-2\kappa r}\). Then \(v_{xc}=v_s+Z/r-v_H\) has the Coulomb coefficient \(-(Z-N+1)+Z-N=-1\), which proves (1). For \(N=1\) the ion is a bare nucleus, all \(S_k\) vanish, and (1) reduces to \(v_{xc}=-v_H\to-1/r\).

## 6. What exchange contributes

For a two-electron singlet, \(E_x=-\tfrac12E_H\) because both electrons share one orbital, so \(v_x=-\tfrac12v_H\), and (14) gives \(-1/r\) plus a positive exponentially small term.

For more electrons, take one spin of a closed-shell atom with real orbitals, \(E_x=-\tfrac12\sum_{ij}\iint\varphi_i\varphi_j(\mathbf r)\varphi_i\varphi_j(\mathbf r')/|\mathbf r-\mathbf r'|\), and the Fock operator \(K\varphi_i=-\sum_j\varphi_jY_{ij}\), \(Y_{ij}(\mathbf r)=\int\varphi_i\varphi_j(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\). Each of the four orbital factors varies, so \(\delta E_x=2\sum_i\langle\delta\varphi_i|K\varphi_i\rangle\), while \(\delta n=2\sum_i\varphi_i\delta\varphi_i\). The definition \(\delta E_x=\int v_x\delta n\) becomes \(\sum_i\langle\delta\varphi_i|(v_x-K)\varphi_i\rangle=0\). A change \(\delta v\) of the potential gives \(\delta\varphi_i=-G_i\,\delta v\,\varphi_i\), with \(G_i=\sum_j|j\rangle\langle j|/(\varepsilon_j-\varepsilon_i)\) over levels other than \(\varepsilon_i\); mixing inside a filled shell changes neither \(n\) nor \(E_x\). Since \(G_i\) is symmetric and \(\delta v\) arbitrary, the orbital shifts \(\psi_i=G_i(v_x-K)\varphi_i\) satisfy the optimized effective potential (OEP) equations

\[ \sum_i\varphi_i\psi_i=0,\qquad(h-\varepsilon_i)\psi_i=(v_x-c_i)\varphi_i-K\varphi_i,\qquad\langle\varphi_i|\psi_i\rangle=0, \tag{15} \]

with \(h=-\tfrac12\nabla^2+v_s\) and \(c_i=\langle\varphi_i|v_x-K|\varphi_i\rangle\).

Consider the tail, taking \(v_x\) bounded. For an s core under the s HOMO, \(\varphi_i\varphi_H\) is spherical with zero total charge, so \(Y_{iH}\) falls as \(e^{-(k_i+k_H)r}\); every source in (15) then decays with a core exponent or faster, and so does \(\psi_i\). For a core orbital \(i\) with \(l_i\ge1\), the slowest source is \(+\varphi_HY_{iH}\), where \(Y_{iH}\) is a pure multipole field falling as \(r^{-(l_i+1)}\), that is \(r^{-2}\) or faster. Acting on \(\varphi_H\) times a power, \(h-\varepsilon_i\) gives \(\Delta_i=\varepsilon_H-\varepsilon_i\) at leading order, so \(\psi_i\approx\varphi_HY_{iH}/\Delta_i\). Such a core shift thus decays with the HOMO exponent, and one might expect it to feed a power such as \(r^{-4}\) into \(v_x\). It does not. The first of (15) gives \(\psi_H=-\sum_{i\ne H}\varphi_i\psi_i/\varphi_H\). A core with \(l_i\ge1\) contributes \(\approx-\varphi_iY_{iH}/\Delta_i\), which decays with its core exponent, and an s core contributes \(\varphi_i\) times the exponentially small ratio \(\psi_i/\varphi_H\). The HOMO equation, solved for \(v_x\), is

\[ v_x=c_H-Y_{HH}-\sum_{i\ne H}\frac{\varphi_i}{\varphi_H}Y_{iH}+\frac{(h-\varepsilon_H)\psi_H}{\varphi_H}, \tag{16} \]

and the last two terms carry the ratio \(\varphi_i/\varphi_H\). For an s HOMO, \(Y_{HH}\) is the potential of a spherical unit charge, \(1/r\) up to \(e^{-2k_Hr}\). The gauge \(v_x(\infty)=0\) is the condition \(c_H=0\). Exchange therefore supplies \(-1/r\) and no other power.

The tail (1) has been derived under conditions (a)–(c), and for closed shells with an s-type HOMO exchange supplies \(-1/r\) and no other power. What remains is the radial form of the exchange equations with its numerical checks, the polarizability sums for a hydrogenic ion, the comparison with helium, and the limits of use.
